# How far spin-orbit coupling lowers g in an s-like conduction band: test program

```python
"""
Result under test: Roth's formula for the g factor of an s-like conduction edge,
    g = g0 - (2 EP / 3) * D / (Eg * (Eg + D)),
Eg: gap from the J=3/2 valence quartet to the s level (eV)
EP: Kane energy 2 p0^2 / m (eV), with <S|p_x|X> = i p0
D : valence spin-orbit splitting (eV), positive if J=1/2 lies below J=3/2
g0: free-electron g factor.
The independent road is diagonalization of the multiband Hamiltonian in a
magnetic field: g comes from the spin splitting of a Landau level.
"""
import numpy as np
from scipy import constants as const

G_FREE = -const.physical_constants["electron g factor"][0]
MU_B = const.physical_constants["Bohr magneton in eV/T"][0]

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
EPSILON = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    EPSILON[i, j, k] = 1
    EPSILON[i, k, j] = -1
ORBITAL_L = -1j * EPSILON


def roth_drop(gap, kane, splitting):
    """Fall of g below the free value; gap is measured to the quartet."""
    return 2 * kane * splitting / (3 * gap * (gap + splitting))


def inverse_mass(gap, kane, splitting):
    """Free mass divided by band-edge mass, for the valence triplet only."""
    return 1 + kane * (2 / gap + 1 / (gap + splitting)) / 3


def landau_pair(field, s_energy, centroids, kanes, spin_orbit,
                level=0, n_osc=8, shifts=(0, 0, 0)):
    """Energies (up, down) in eV of one conduction Landau level at kz = 0.

    centroids, kanes: energy and Kane energy of each p shell (eV)
    spin_orbit: matrix of splittings within and between shells (eV)
    shifts: crystal-field shifts of X, Y, Z in the first shell (eV)
    """
    cyclotron = const.hbar * field / const.m_e  # free electron, in eV
    n_shell = len(centroids)
    n_orb = 1 + 3 * n_shell
    lower = np.diag(np.sqrt(np.arange(1, n_osc)), 1)
    raise_ = lower.T
    # kinetic momentum divided by sqrt(m), for charge -e and B along z
    scale = np.sqrt(cyclotron / 2)
    momentum = [scale * (lower + raise_), 1j * scale * (lower - raise_)]

    orbital_energy = np.zeros((n_orb, n_orb), dtype=complex)
    orbital_energy[0, 0] = s_energy
    for s in range(n_shell):
        for j in range(3):
            orbital_energy[1 + 3*s + j, 1 + 3*s + j] = centroids[s]
    for j in range(3):
        orbital_energy[1 + j, 1 + j] += shifts[j]
    band = np.kron(orbital_energy, np.eye(2))
    for j in range(3):
        angular = np.zeros((n_orb, n_orb), dtype=complex)
        angular[1:, 1:] = np.kron(np.array(spin_orbit) / 3, ORBITAL_L[j])
        band += np.kron(angular, SIGMA[j])
    band += 0.5 * G_FREE * MU_B * field * np.kron(np.eye(n_orb), SIGMA[2])

    ham = np.kron(np.eye(n_osc), band)
    free = np.diag(cyclotron * (np.arange(n_osc) + 0.5))
    ham += np.kron(free, np.eye(2 * n_orb))
    for j in range(2):
        bloch = np.zeros((n_orb, n_orb), dtype=complex)
        for s in range(n_shell):
            bloch[0, 1 + 3*s + j] = 1j * np.sqrt(kanes[s] / 2)
            bloch[1 + 3*s + j, 0] = -1j * np.sqrt(kanes[s] / 2)
        ham += np.kron(momentum[j], np.kron(bloch, np.eye(2)))
    assert np.allclose(ham, ham.conj().T)

    energy, vector = np.linalg.eigh(ham)
    found = []
    for spin in range(2):
        weight = abs(vector[level * 2 * n_orb + spin]) ** 2
        best = np.argmax(weight)
        assert weight[best] > 0.9  # a clearly s-like level of this spin
        found.append(energy[best])
    return found


def numeric_drop(field, *args, **kwargs):
    up, down = landau_pair(field, *args, **kwargs)
    return G_FREE - (up - down) / (MU_B * field)


def numeric_inverse_mass(field, *args):
    first = np.mean(landau_pair(field, *args, level=0))
    second = np.mean(landau_pair(field, *args, level=1))
    return (second - first) / (const.hbar * field / const.m_e)


# Example parameters (eV); the quartet is the zero of energy.
gap, kane, splitting = 3.4, 20.0, 0.04
small_field = 0.1  # tesla
model = (gap, [-splitting / 3], [kane], [[splitting]])
drop = roth_drop(gap, kane, splitting)
drop_numeric = numeric_drop(small_field, *model)
ratio = inverse_mass(gap, kane, splitting)
ratio_numeric = numeric_inverse_mass(small_field, *model)
assert abs(drop_numeric / drop - 1) < 1e-3  # finite-field error only
assert abs(ratio_numeric / ratio - 1) < 1e-3
assert round(drop, 2) == 0.05

# The spin-orbit splitting is the cause: without it g stays free.
drop_no_so = numeric_drop(small_field, gap, [0.0], [kane], [[0.0]])
assert abs(drop_no_so) < 1e-6

# Strong spin-orbit coupling, where the full denominator matters.
strong_gap, strong_so = 1.0, 0.8
drop_strong = roth_drop(strong_gap, kane, strong_so)
drop_strong_numeric = numeric_drop(
    small_field, strong_gap, [-strong_so / 3], [kane], [[strong_so]])
assert abs(drop_strong_numeric / drop_strong - 1) < 2e-3

# Reversed order: doublet on top at zero, quartet below it by the splitting.
drop_reversed = roth_drop(gap + splitting, kane, -splitting)
drop_reversed_numeric = numeric_drop(
    small_field, gap, [-splitting + splitting / 3], [kane], [[-splitting]])
assert abs(drop_reversed_numeric / drop_reversed - 1) < 1e-3
assert drop_reversed_numeric < 0

# Heavier rough mass, first reading: a smaller Kane energy.
rough_mass = 0.30
kane_from_mass = kane * (1 / rough_mass - 1) / (ratio - 1)
drop_small_kane = roth_drop(gap, kane_from_mass, splitting)

# Second reading: an upper p shell repels the s level (assumed values).
upper_height, upper_so, cross_so = 5.0, 0.10, 0.02
upper_kane = upper_height * (ratio - 1 / rough_mass)
shell_centroids = [-splitting / 3, gap + upper_height]
shell_kanes = [kane, upper_kane]
remote_drop = {}
for cross in (-cross_so, 0.0, cross_so):
    so_matrix = np.array([[splitting, cross], [cross, upper_so]])
    remote = (gap, shell_centroids, shell_kanes, so_matrix)
    remote_drop[cross] = numeric_drop(small_field, *remote)
    amplitude = np.sqrt(shell_kanes) / (gap - np.array(shell_centroids))
    first_order = 2 / 3 * amplitude @ so_matrix @ amplitude
    # neglected second order is about splitting / energy distance
    assert abs(remote_drop[cross] / first_order - 1) < 0.03
    mass_numeric = 1 / numeric_inverse_mass(small_field, *remote)
    assert abs(mass_numeric / rough_mass - 1) < 0.02

# Degenerate filling: Landau level whose orbit has the Fermi wave number.
density_cm3, strong_field = 1e19, 10.0
k_fermi = (3 * np.pi**2 * density_cm3 * 1e6) ** (1 / 3)
length_sq = const.hbar / (const.e * strong_field)
fermi_level = int(round(k_fermi**2 * length_sq / 2 - 0.5))
pair = landau_pair(strong_field, *model, level=fermi_level, n_osc=40)
fermi_energy = np.mean(pair) - gap
drop_fermi = G_FREE - (pair[0] - pair[1]) / (MU_B * strong_field)
assert 0.85 < drop_fermi / drop < 1

# Local crystal field: one p orbital raised, B along or across its axis.
crystal = 0.05
drop_along = numeric_drop(small_field, *model, shifts=(0, 0, crystal))
drop_across = numeric_drop(small_field, *model, shifts=(crystal, 0, 0))
assert abs(drop_along / drop - 1) < 0.03
assert abs(drop_across / drop - 1) < 0.03

# Resonance field at fixed microwave frequency.
frequency = 9.5e9
quantum = const.h * frequency / const.e
field_free = quantum / (G_FREE * MU_B)
field_band = quantum / ((G_FREE - drop) * MU_B)

print(f"gap Eg = {gap:.2f} eV")
print(f"Kane energy EP = {kane:.1f} eV")
print(f"valence spin-orbit splitting D = {splitting:.3f} eV")
print(f"free g factor g0 = {G_FREE:.5f}")
print(f"2 EP / 3 = {2 * kane / 3:.4f} eV")
print(f"Eg (Eg + D) = {gap * (gap + splitting):.4f} eV^2")
print(f"fall of g, Roth formula = {drop:.5f}")
print(f"fall of g, short form 2 EP D/(3 Eg^2) = "
      f"{2 * kane * splitting / (3 * gap**2):.5f}")
print(f"fall of g, Landau levels at {small_field} T = {drop_numeric:.5f}")
print(f"band-edge g factor = {G_FREE - drop:.4f}")
print(f"fall of g as share of g0 = {100 * drop / G_FREE:.2f} %")
print(f"fall of g, Landau levels with D = 0: {abs(drop_no_so):.1e} (size)")
print(f"strong case Eg = {strong_gap} eV, D = {strong_so} eV, same EP:")
print(f"  fall, Roth = {drop_strong:.4f}")
print(f"  fall, Landau levels = {drop_strong_numeric:.4f}")
print(f"doublet on top: change of g, Roth = {-drop_reversed:+.5f}")
print(f"doublet on top: change, Landau = {-drop_reversed_numeric:+.5f}")
print(f"m/m*, formula = {ratio:.4f}")
print(f"m/m*, Landau levels = {ratio_numeric:.4f}")
print(f"model mass m*/m = {1 / ratio:.4f}")
print(f"microwave frequency = {frequency / 1e9:.1f} GHz")
print(f"resonance field, free g = {1e3 * field_free:.2f} mT")
print(f"resonance field, band g = {1e3 * field_band:.2f} mT")
print(f"shift of resonance field = {1e3 * (field_band - field_free):.2f} mT")
print(f"rough oxide mass m*/m = {rough_mass:.2f}")
print(f"EP that gives this mass alone = {kane_from_mass:.2f} eV")
print(f"fall of g with that EP = {drop_small_kane:.4f}")
print(f"upper p shell above s edge (assumed) = {upper_height:.1f} eV")
print(f"upper-shell splitting (assumed) = {upper_so:.2f} eV")
print(f"upper-shell Kane energy from mass = {upper_kane:.2f} eV")
for cross, value in remote_drop.items():
    print(f"fall with upper shell, cross coupling {cross:+.2f} eV = "
          f"{value:.4f}")
print(f"electron density = {density_cm3:.0e} cm^-3")
print(f"Fermi wave number = {k_fermi * 1e-9:.3f} nm^-1")
print(f"Landau level used at {strong_field:.0f} T: n = {fermi_level}")
print(f"its energy above the edge = {fermi_energy:.3f} eV")
print(f"fall of g at that energy = {drop_fermi:.4f}")
print(f"crystal-field shift of one p orbital = {crystal:.2f} eV")
print(f"fall of g, B along its axis = {drop_along:.5f}")
print(f"fall of g, B across its axis = {drop_across:.5f}")
for other_gap in (gap - 0.1, gap + 0.1):
    print(f"fall of g for Eg = {other_gap:.1f} eV: "
          f"{roth_drop(other_gap, kane, splitting):.4f}")
print("done: every assertion held")
```

Output:

```
gap Eg = 3.40 eV
Kane energy EP = 20.0 eV
valence spin-orbit splitting D = 0.040 eV
free g factor g0 = 2.00232
2 EP / 3 = 13.3333 eV
Eg (Eg + D) = 11.6960 eV^2
fall of g, Roth formula = 0.04560
fall of g, short form 2 EP D/(3 Eg^2) = 0.04614
fall of g, Landau levels at 0.1 T = 0.04560
band-edge g factor = 1.9567
fall of g as share of g0 = 2.28 %
fall of g, Landau levels with D = 0: 3.8e-10 (size)
strong case Eg = 1.0 eV, D = 0.8 eV, same EP:
  fall, Roth = 5.9259
  fall, Landau levels = 5.9246
doublet on top: change of g, Roth = +0.04560
doublet on top: change, Landau = +0.04560
m/m*, formula = 6.8596
m/m*, Landau levels = 6.8593
model mass m*/m = 0.1458
microwave frequency = 9.5 GHz
resonance field, free g = 338.98 mT
resonance field, band g = 346.88 mT
shift of resonance field = 7.90 mT
rough oxide mass m*/m = 0.30
EP that gives this mass alone = 7.96 eV
fall of g with that EP = 0.0182
upper p shell above s edge (assumed) = 5.0 eV
upper-shell splitting (assumed) = 0.10 eV
upper-shell Kane energy from mass = 17.63 eV
fall with upper shell, cross coupling -0.02 eV = 0.1224
fall with upper shell, cross coupling +0.00 eV = 0.0929
fall with upper shell, cross coupling +0.02 eV = 0.0635
electron density = 1e+19 cm^-3
Fermi wave number = 0.667 nm^-1
Landau level used at 10 T: n = 14
its energy above the edge = 0.112 eV
fall of g at that energy = 0.0428
crystal-field shift of one p orbital = 0.05 eV
fall of g, B along its axis = 0.04560
fall of g, B across its axis = 0.04628
fall of g for Eg = 3.3 eV: 0.0484
fall of g for Eg = 3.5 eV: 0.0430
done: every assertion held
```
